# Threshold shift from one trapped electron: charge-sheet limit and first correction: verification in Python

```python
"""
Result under test: one electron trapped at the silicon/oxide interface of a
transistor with gate area A and oxide thickness t shifts the threshold by
    shift = e t / (eps_ox A) = e / (C_ox A)      (charge-sheet average).
Units inside the program: nm, volt, elementary charge e.
C_ox, C_d : oxide and depletion capacitance per area; d : depletion depth.
The shift is tested by a nonlinear 1D Poisson solution, and by a 3D point-charge
potential that feeds a 2D conduction network (subthreshold, no mobile screening).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh, solve_banded
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

# ---------------- inputs (silicon values are rough, typical ones) -------------
side = 20.0                      # channel length and width, nm
t_ox = 1.0                       # equivalent oxide thickness, nm
k_ox, k_si = 3.9, 11.7           # relative permittivities
temperature = 300.0              # K
acceptors = 5e18 * 1e-21         # per nm^3
n_intrinsic = 1e10 * 1e-21       # per nm^3
valence_density = 2.7e19 * 1e-21  # effective density of states, per nm^3
carrier_depth = 1.0              # depth of the conducting layer, nm

e = const.e
eps0 = const.epsilon_0 * 1e-9 / e          # e / (V nm)
eps_ox, eps_si = k_ox * eps0, k_si * eps0
kT = const.k * temperature / e             # volt
area = side**2
C_ox = eps_ox / t_ox
sheet_shift = 1.0 / (C_ox * area)          # the derived formula, volt

# ---------------- nonlinear 1D Poisson equation, gate to bulk -----------------
step = 0.05
n_oxide = round(t_ox / step)
n_silicon = round(40.0 / step)
link = np.r_[np.full(n_oxide, eps_ox), np.full(n_silicon, eps_si)] / step
volume = np.r_[np.zeros(n_oxide - 1), step / 2, np.full(n_silicon - 1, step)]
surface = n_oxide - 1
n_bulk = n_intrinsic**2 / acceptors


def potential_1d(gate, trapped):
    """Potential for gate voltage above flat band and trapped electrons/nm^2."""
    psi = np.zeros(len(volume))
    for _ in range(1000):
        holes = acceptors * np.exp(-psi / kT)
        electrons = n_bulk * np.exp(psi / kT)
        flux = link * np.diff(np.r_[gate, psi, 0.0])
        residual = np.diff(flux) + volume * (holes - acceptors
                                             - electrons + n_bulk)
        residual[surface] -= trapped
        band = np.zeros((3, len(psi)))
        band[0, 1:] = link[1:-1]
        band[2, :-1] = link[1:-1]
        band[1] = -(link[:-1] + link[1:]) - volume * (holes + electrons) / kT
        change = solve_banded((1, 1), band, -residual)
        largest = np.max(np.abs(change))
        psi = psi + change * min(1.0, 0.05 / max(largest, 1e-30))
        if largest < 1e-9:
            return psi
    raise RuntimeError("Poisson iteration did not converge")


def threshold(density, trapped):
    """Gate voltage at which the mobile sheet density reaches the given value."""
    def mismatch(gate):
        psi = potential_1d(gate, trapped)
        return np.log(np.sum(volume * n_bulk * np.exp(psi / kT)) / density)
    return brentq(mismatch, 0.6, 4.0, xtol=1e-10)


low, high = 1e10 * 1e-14, 1e12 * 1e-14     # threshold densities, per nm^2
gate_low = threshold(low, 0.0)
shift_low = threshold(low, 1 / area) - gate_low
shift_high = threshold(high, 1 / area) - threshold(high, 0.0)
assert abs(shift_low / sheet_shift - 1) < 1e-4
assert abs(shift_high / sheet_shift - 1) < 1e-4

psi_surface = potential_1d(gate_low, 0.0)[surface]
drop_fixed_gate = psi_surface - potential_1d(gate_low, 1 / area)[surface]
depth = np.sqrt(2 * eps_si * (psi_surface - kT) / acceptors)
C_d = eps_si / depth
drop_formula = 1 / ((C_ox + C_d) * area)
# The few mobile electrons add a capacitance of order one per cent.
assert abs(drop_fixed_gate / drop_formula - 1) < 0.03
oxide_field = (gate_low - psi_surface) / t_ox * 10       # MV/cm

# ---------------- 3D potential of point charges (linear depletion layer) ------
cells = 60
h = side / cells
planes = np.r_[np.linspace(-t_ox, 0, 6), np.linspace(0, 3, 16)[1:],
               np.linspace(3, depth, 20)[1:]]
gap = np.diff(planes)
eps_gap = np.where(planes[1:] < 1e-9, eps_ox, eps_si)
g_z = eps_gap / gap
vertical = (np.diag(g_z[:-1] + g_z[1:]) - np.diag(g_z[1:-1], 1)
            - np.diag(g_z[1:-1], -1))
weight = (eps_gap[:-1] * gap[:-1] + eps_gap[1:] * gap[1:]) / 2
inner = planes[1:-1]
i_face = int(np.argmin(np.abs(inner)))
i_chan = int(np.argmin(np.abs(inner - carrier_depth)))
i_two = int(np.argmin(np.abs(inner - 2.0)))
mu, modes_z = eigh(vertical, np.diag(weight))


def lateral_modes(grounded):
    lap = 2 * np.eye(cells) - np.eye(cells, k=1) - np.eye(cells, k=-1)
    lap[0, 0] = lap[-1, -1] = 3.0 if grounded else 1.0
    return eigh(lap)


closed, open_ends = lateral_modes(False), lateral_modes(True)


def potential_3d(source, ends=closed):
    """Solve the finite-volume Poisson equation; source in e per cell."""
    lx, ux = ends
    ly, uy = closed
    c = np.einsum('zi,zxy->ixy', modes_z, source)
    c = ux.T @ c @ uy
    c = c / (h**2 * mu[:, None, None] + lx[None, :, None] + ly[None, None, :])
    return np.einsum('zi,ixy->zxy', modes_z, ux @ c @ uy.T)


def electron_at(ix, iy):
    source = np.zeros((len(inner), cells, cells))
    source[i_face, ix, iy] = -1.0
    return source


gate_source = np.zeros((len(inner), cells, cells))
gate_source[0] = g_z[0] * h**2             # one volt on the gate
mid, near = cells // 2, round(2.0 / h)
phi_mid = potential_3d(electron_at(mid, mid))
phi_near = potential_3d(electron_at(near, mid))
phi_gate = potential_3d(gate_source)
gain = phi_gate[i_chan].mean()
for phi in (phi_mid, phi_near):
    assert abs(-phi[i_face].mean() / drop_formula - 1) < 1e-6
    assert abs(-phi[i_chan].mean() / gain / sheet_shift - 1) < 1e-6
gain_formula = C_ox / (C_ox + C_d) * (1 - carrier_depth / depth)
assert abs(gain / gain_formula - 1) < 1e-6


def below_trap(z):
    """Potential drop straight below the trap, infinite plane, in volt."""
    def integrand(k):
        shape = ((np.exp(-k * z) - np.exp(-k * (2 * depth - z)))
                 / (1 - np.exp(-2 * k * depth)))
        return shape / (eps_ox / np.tanh(k * t_ox) + eps_si / np.tanh(k * depth))
    return quad(integrand, 1e-8, 40.0, limit=300)[0] / (2 * np.pi)


local_one, local_two = below_trap(carrier_depth), below_trap(2.0)
grid_one, grid_two = -phi_mid[i_chan, mid, mid], -phi_mid[i_two, mid, mid]
# Grid spacing is a third of the 1 nm distance, hence the wider first tolerance.
assert abs(grid_one / local_one - 1) < 0.12
assert abs(grid_two / local_two - 1) < 0.06

# ---------------- 2D conduction network, subthreshold -------------------------
index = np.arange(cells**2).reshape(cells, cells)


def conductance(phi, thermal=kT):
    """Source-drain conductance for local conductivity exp(phi/thermal)."""
    s = np.exp(phi / thermal)
    gx = 2 / (1 / s[1:] + 1 / s[:-1])
    gy = 2 / (1 / s[:, 1:] + 1 / s[:, :-1])
    a = np.r_[index[1:].ravel(), index[:, 1:].ravel()]
    b = np.r_[index[:-1].ravel(), index[:, :-1].ravel()]
    g = np.r_[gx.ravel(), gy.ravel()]
    ends = np.r_[index[0], index[-1]]
    g_end = np.r_[2 * s[0], 2 * s[-1]]
    matrix = coo_matrix((np.r_[g, g, -g, -g, g_end],
                         (np.r_[a, b, a, b, ends], np.r_[a, b, b, a, ends])),
                        shape=(cells**2, cells**2)).tocsc()
    rhs = np.zeros(cells**2)
    rhs[index[0]] = 2 * s[0]
    v = spsolve(matrix, rhs).reshape(cells, cells)
    return np.sum(2 * s[0] * (1 - v[0]))


def network_shift(trap, background=0.0, thermal=kT):
    """Gate voltage that restores the current after the trap is filled."""
    base = np.zeros((cells, cells)) + background
    return thermal / gain * np.log(conductance(base, thermal)
                                   / conductance(base + trap, thermal))


fraction = 1e-3
small_mid = network_shift(fraction * phi_mid[i_chan]) / fraction
small_near = network_shift(fraction * phi_near[i_chan]) / fraction
assert abs(small_mid / sheet_shift - 1) < 0.01
assert abs(small_near / sheet_shift - 1) < 0.01
full_mid = network_shift(phi_mid[i_chan])
full_near = network_shift(phi_near[i_chan])
hot = 400.0
full_hot = network_shift(phi_mid[i_chan], thermal=const.k * hot / e)
assert 0 < full_mid < full_hot < sheet_shift
strong_fraction = np.mean(-phi_mid[i_chan] > kT)

# Random acceptors: same trap, many devices.
rng = np.random.default_rng(7)
silicon_height = np.where(inner > 1e-9, (gap[:-1] + gap[1:]) / 2, 0.0)
silicon_height[i_face] = gap[i_face + 1] / 2
mean_count = (acceptors * h**2 * silicon_height)[:, None, None]
mean_count = mean_count * np.ones((1, cells, cells))
samples = []
for _ in range(60):
    extra = potential_3d(mean_count - rng.poisson(mean_count))[i_chan]
    samples.append(network_shift(phi_mid[i_chan], extra))
samples = np.array(samples)
assert np.all(samples > 0)

# Source and drain as grounded planes, linear response, uniform current weight.
gain_open = potential_3d(gate_source, open_ends)[i_chan].mean()
open_mid = -potential_3d(electron_at(mid, mid), open_ends)[i_chan].mean()
open_near = -potential_3d(electron_at(near, mid), open_ends)[i_chan].mean()
open_mid, open_near = open_mid / gain_open, open_near / gain_open

# ---------------- tunnelling of the trapped electron to the gate --------------
barrier, mass_ratio, attempts = 3.5, 0.4, 1e13     # eV, -, 1/s (all rough)
kappa = np.sqrt(2 * mass_ratio * const.m_e * barrier * e) / const.hbar * 1e-9


def transmission(thickness, k=5.0):
    """Integrate the wave equation back through a flat barrier."""
    wave = solve_ivp(lambda x, y: [-y[1], -kappa**2 * y[0]], (0, thickness),
                     np.array([1.0 + 0j, 1j * k]), rtol=1e-9, atol=1e-12).y[:, -1]
    return 1 / abs((wave[0] + wave[1] / (1j * k)) / 2)**2


decay = np.log(transmission(1.0) / transmission(1.5)) / 0.5
assert abs(decay / (2 * kappa) - 1) < 1e-3
attenuation = np.exp(-2 * kappa * t_ox)
lifetime = 1 / (attempts * attenuation)

# ---------------- printed numbers ---------------------------------------------
to_uF = e * 1e14 * 1e6
print(f"channel length and width: {side:.0f} nm")
print(f"equivalent oxide thickness: {t_ox:.1f} nm")
print(f"relative permittivity, oxide and silicon: {k_ox}, {k_si}")
print(f"temperature: {temperature:.0f} K, kT/e = {kT*1e3:.2f} mV")
print(f"acceptor density: {acceptors*1e21:.1e} cm^-3")
print(f"intrinsic density (rough): {n_intrinsic*1e21:.1e} cm^-3")
print(f"gate area: {area:.0f} nm^2")
print(f"smeared trap density: {1e14/area:.2e} cm^-2")
print(f"oxide capacitance per area: {C_ox*to_uF:.3f} uF/cm^2")
print(f"oxide capacitance of the gate: {C_ox*area*e*1e18:.2f} aF")
print(f"added oxide field: {sheet_shift/t_ox*10:.4f} MV/cm")
print(f"SHEET THRESHOLD SHIFT: {sheet_shift*1e3:.2f} mV")
print(f"1D Poisson shift at 1e10 cm^-2: {shift_low*1e3:.3f} mV")
print(f"1D Poisson shift at 1e12 cm^-2: {shift_high*1e3:.3f} mV")
print(f"threshold above flat band (1e10 cm^-2): {gate_low:.3f} V")
print(f"surface potential there: {psi_surface:.3f} V")
print(f"depletion depth: {depth:.2f} nm")
print(f"depletion capacitance per area: {C_d*to_uF:.3f} uF/cm^2")
print(f"surface drop at fixed gate, 1D Poisson: {drop_fixed_gate*1e3:.2f} mV")
print(f"surface drop at fixed gate, formula: {drop_formula*1e3:.2f} mV")
print(f"surface gain C_ox/(C_ox+C_d): {C_ox/(C_ox+C_d):.3f}")
print(f"assumed depth of carriers: {carrier_depth:.1f} nm")
print(f"gate gain at that depth: {gain:.3f}")
print(f"local drop 1 nm below trap, integral: {local_one*1e3:.1f} mV")
print(f"local drop 1 nm below trap, grid: {grid_one*1e3:.1f} mV")
print(f"local drop 2 nm below trap, integral: {local_two*1e3:.1f} mV")
print(f"local drop 2 nm below trap, grid: {grid_two*1e3:.1f} mV")
print(f"area fraction with drop above kT/e: {100*strong_fraction:.1f} %")
print(f"network, e/1000 at centre, times 1000: {small_mid*1e3:.2f} mV")
print(f"network, e/1000 near source, times 1000: {small_near*1e3:.2f} mV")
print(f"network, whole electron at centre: {full_mid*1e3:.2f} mV")
print(f"distance of near trap from source: {(near+0.5)*h:.2f} nm")
print(f"network, whole electron near source: {full_near*1e3:.2f} mV")
print(f"network, whole electron at {hot:.0f} K: {full_hot*1e3:.2f} mV")
print(f"mean number of acceptors under gate: {mean_count.sum():.1f}")
print(f"random-acceptor devices sampled: {len(samples)}")
print(f"their shift, median: {np.median(samples)*1e3:.1f} mV")
print(f"their shift, mean: {samples.mean()*1e3:.1f} mV")
print(f"their shift, smallest: {samples.min()*1e3:.2f} mV")
print(f"their shift, largest: {samples.max()*1e3:.1f} mV")
print(f"grounded ends, linear, trap at centre: {open_mid*1e3:.2f} mV")
print(f"grounded ends, linear, trap near source: {open_near*1e3:.2f} mV")
print(f"oxide field at threshold: {oxide_field:.2f} MV/cm")
print(f"acceptors / valence state density: {acceptors/valence_density:.2f}")
print(f"tunnel barrier {barrier} eV, mass {mass_ratio} m_e (rough)")
print(f"tunnel decay constant kappa: {kappa:.2f} nm^-1")
print(f"tunnel attenuation through oxide: {attenuation:.1e}")
print(f"assumed attempt rate (rough): {attempts:.0e} s^-1")
print(f"rough trap lifetime to gate: {lifetime:.0e} s")
print("finished without a failed check")
```

Output:

```
channel length and width: 20 nm
equivalent oxide thickness: 1.0 nm
relative permittivity, oxide and silicon: 3.9, 11.7
temperature: 300 K, kT/e = 25.85 mV
acceptor density: 5.0e+18 cm^-3
intrinsic density (rough): 1.0e+10 cm^-3
gate area: 400 nm^2
smeared trap density: 2.50e+11 cm^-2
oxide capacitance per area: 3.453 uF/cm^2
oxide capacitance of the gate: 13.81 aF
added oxide field: 0.1160 MV/cm
SHEET THRESHOLD SHIFT: 11.60 mV
1D Poisson shift at 1e10 cm^-2: 11.599 mV
1D Poisson shift at 1e12 cm^-2: 11.599 mV
threshold above flat band (1e10 cm^-2): 1.338 V
surface potential there: 0.974 V
depletion depth: 15.66 nm
depletion capacitance per area: 0.662 uF/cm^2
surface drop at fixed gate, 1D Poisson: 9.61 mV
surface drop at fixed gate, formula: 9.73 mV
surface gain C_ox/(C_ox+C_d): 0.839
assumed depth of carriers: 1.0 nm
gate gain at that depth: 0.786
local drop 1 nm below trap, integral: 138.8 mV
local drop 1 nm below trap, grid: 146.3 mV
local drop 2 nm below trap, integral: 56.3 mV
local drop 2 nm below trap, grid: 57.9 mV
area fraction with drop above kT/e: 6.7 %
network, e/1000 at centre, times 1000: 11.60 mV
network, e/1000 near source, times 1000: 11.60 mV
network, whole electron at centre: 10.82 mV
distance of near trap from source: 2.17 nm
network, whole electron near source: 10.88 mV
network, whole electron at 400 K: 11.10 mV
mean number of acceptors under gate: 30.7
random-acceptor devices sampled: 60
their shift, median: 9.5 mV
their shift, mean: 10.0 mV
their shift, smallest: 4.96 mV
their shift, largest: 27.1 mV
grounded ends, linear, trap at centre: 15.31 mV
grounded ends, linear, trap near source: 8.82 mV
oxide field at threshold: 3.64 MV/cm
acceptors / valence state density: 0.19
tunnel barrier 3.5 eV, mass 0.4 m_e (rough)
tunnel decay constant kappa: 6.06 nm^-1
tunnel attenuation through oxide: 5.4e-06
assumed attempt rate (rough): 1e+13 s^-1
rough trap lifetime to gate: 2e-08 s
finished without a failed check
```
